# Alpha sensitivity of an alkali-like line: finite differences and Fermi-Segre: a program that tests the result

```python
"""Sensitivity of an alkali-like resonance line to variation of alpha.

Result under test, for a Dirac electron in a fixed central potential V(r):
  x = (alpha/alpha0)^2 - 1, realised as c = c0/sqrt(1+x) in atomic units;
  level slope dE/dx = -integral (E-V) Q^2 dr        (exact),
  Fermi-Segre estimate dE/dx = -(Z alpha)^2/(2 k nu^3), k = j+1/2;
  line sensitivity q = dE/dx(upper) - dE/dx(lower).
P, Q: large and small radial functions, integral (P^2+Q^2) dr = 1.
kappa: Dirac quantum number; nu = 1/sqrt(-2E); E excludes rest energy.
The potential is a model; core relaxation, Breit and QED are left out.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.interpolate import BSpline
from scipy.linalg import eigh, lu_factor, lu_solve
from scipy.special import jv

C0 = 1.0 / constants.fine_structure
HARTREE_CM = (constants.physical_constants
              ["hartree-inverse meter relationship"][0] / 100.0)
Z = 37
D_SCREEN, H_SCREEN = 0.8, 3.5
R_MAX = 80.0
DEGREE = 7

# Radial intervals and Gauss-Legendre points on each of them
breaks = np.concatenate(([0.0], np.geomspace(1e-5, R_MAX, 100)))
gx, gw = np.polynomial.legendre.leggauss(12)
half = 0.5 * np.diff(breaks)
middle = 0.5 * (breaks[1:] + breaks[:-1])
r = (middle[:, None] + half[:, None] * gx).ravel()
w = (half[:, None] * gw).ravel()
knots = np.concatenate((np.zeros(DEGREE), breaks, np.full(DEGREE, R_MAX)))
n_spline = len(knots) - DEGREE - 1
splines = BSpline(knots, np.eye(n_spline), DEGREE)
B_all, dB_all = splines(r), splines.derivative()(r)

V_coulomb = -Z / r
V_model = -(1 + (Z - 1) / (H_SCREEN * np.expm1(r / D_SCREEN) + 1)) / r


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def solve_level(n, kappa, V, c):
    """Energy and radial functions from a kinetically balanced basis."""
    l = orbital_l(kappa)
    large = B_all[:, l + 1:-1]
    balanced = dB_all[:, l + 1:-1] + kappa * large / r[:, None]
    norm_l = np.sqrt(w @ large**2)
    large, balanced_scaled = large / norm_l, balanced / norm_l
    small = balanced / np.sqrt(w @ balanced**2)
    N = large.shape[1]
    H, S = np.zeros((2 * N, 2 * N)), np.zeros((2 * N, 2 * N))
    H[:N, :N] = large.T @ ((w * V)[:, None] * large)
    H[:N, N:] = c * balanced_scaled.T @ (w[:, None] * small)
    H[N:, :N] = H[:N, N:].T
    H[N:, N:] = small.T @ ((w * (V - 2 * c**2))[:, None] * small)
    S[:N, :N] = large.T @ (w[:, None] * large)
    S[N:, N:] = small.T @ (w[:, None] * small)
    index = N + n - l - 1          # N negative-energy states lie below
    vals, vecs = eigh(H, S, subset_by_index=[index, index])
    v = vecs[:, 0]
    # Inverse iteration removes rounding noise left by the huge spectrum
    factors = lu_factor(H - vals[0] * S)
    for _ in range(3):
        v = lu_solve(factors, S @ v)
        v /= np.sqrt(v @ S @ v)
    return v @ H @ v, large @ v[:N], small @ v[N:]


def slope_integral(E, Q, V):
    return -np.sum(w * (E - V) * Q**2)


mp.mp.dps = 40


def sommerfeld(n, k, x):
    """Exact Dirac-Coulomb energy at shifted alpha."""
    c2 = mp.mpf(C0)**2 / (1 + x)
    za2 = Z**2 / c2
    n_eff = n - k + mp.sqrt(k**2 - za2)
    return c2 * (1 / mp.sqrt(1 + za2 / n_eff**2) - 1)


# Solver and exact slope formula against the pure Coulomb spectrum
STATES = {"5s1/2": (5, -1), "5p1/2": (5, 1), "5p3/2": (5, -2)}
worst_E = worst_slope = 0.0
for n, kappa in STATES.values():
    E, P, Q = solve_level(n, kappa, V_coulomb, C0)
    exact_E = float(sommerfeld(n, abs(kappa), mp.mpf(0)))
    exact_slope = float(mp.diff(lambda x: sommerfeld(n, abs(kappa), x), 0))
    worst_E = max(worst_E, abs(E / exact_E - 1))
    worst_slope = max(worst_slope, abs(
        slope_integral(E, Q, V_coulomb) / exact_slope - 1))
assert worst_E < 1e-7, worst_E
assert worst_slope < 1e-4, worst_slope

# Zero-energy Coulomb functions: small component has Bessel index 2k
for kappa in (-1, 1, -2):
    m = 2 * orbital_l(kappa) + 1
    large_fn = lambda t: np.sqrt(t) * jv(m, np.sqrt(8 * Z * t))
    for radius in (0.01, 0.07, 0.3):
        step = 1e-5 * radius
        dP = (large_fn(radius + step) - large_fn(radius - step)) / (2 * step)
        phi = 0.5 * (dP + kappa * large_fn(radius) / radius)
        bessel = np.sign(kappa) * np.sqrt(8 * Z) / 4 * jv(
            2 * abs(kappa), np.sqrt(8 * Z * radius))
        assert abs(phi - bessel) < 1e-6


def bessel_integral(k, s_end):
    return quad(lambda s: jv(2 * k, s)**2 / s, 0, s_end, limit=500)[0]


for k in (1, 2):
    # The part beyond s = 200 is replaced by its mean value 1/(pi s)
    total = bessel_integral(k, 200.0) + 1 / (np.pi * 200.0)
    assert abs(total - 1 / (4 * k)) < 1e-4

# High-n Coulomb levels: slope divided by dE/dn, with dE/dn = Z^2/n^3
za = Z / C0
for k in (1, 2):
    n_high = 20000
    slope = mp.diff(lambda x: sommerfeld(n_high, k, x), 0)
    reduced = float(-slope * n_high**3 / Z**2)
    gamma = np.sqrt(k**2 - za**2)
    assert abs(reduced / (za**2 / (2 * gamma)) - 1) < 1e-3

# Model atom: finite differences in c against the integral
h = 0.05
results = {}
for name, (n, kappa) in STATES.items():
    E, P, Q = solve_level(n, kappa, V_model, C0)
    shifted = {m: solve_level(n, kappa, V_model, C0 / np.sqrt(1 + m * h))[0]
               for m in (-2, -1, 1, 2)}
    two_point = (shifted[2] - shifted[-2]) / (4 * h)
    four_point = (8 * (shifted[1] - shifted[-1])
                  - (shifted[2] - shifted[-2])) / (12 * h)
    integral = slope_integral(E, Q, V_model)
    assert abs(four_point / integral - 1) < 1e-5
    assert abs(four_point - integral) < abs(two_point - integral)
    k = abs(kappa)
    nu = 1 / np.sqrt(-2 * E)
    estimate = -za**2 / (2 * k * nu**3)
    estimate_gamma = -za**2 / (2 * np.sqrt(k**2 - za**2) * nu**3)
    results[name] = dict(E=E, nu=nu, two=two_point, fd=four_point,
                         integral=integral, fs=estimate, fsg=estimate_gamma)

E_4d = solve_level(4, 2, V_model, C0)[0]
assert results["5s1/2"]["E"] < min(results["5p1/2"]["E"], E_4d)

# Density at the nucleus in the weakly relativistic limit
c_weak = 10 * C0
E5, P5, Q5 = solve_level(5, -1, V_model, c_weak)
E6 = solve_level(6, -1, V_model, c_weak)[0]
nu5, nu6 = 1 / np.sqrt(-2 * E5), 1 / np.sqrt(-2 * E6)
defect_slope = ((5 - nu5) - (6 - nu6)) / (1 / nu5**2 - 1 / nu6**2)
dE_dn = 1 / nu5**3 / (1 - 2 * defect_slope / nu5**3)
D_origin = (P5[0] / r[0])**2 / (4 * Z)
# Semiclassical normalisation: agreement at the ten per cent level
assert abs(D_origin / dE_dn - 1) < 0.10

# Where the shift arises: model over Coulomb, same density at nucleus
screen_rows = []
for target in (0.002, 0.02, 0.2):
    R = breaks[np.argmin(abs(breaks - target))]
    inside = r < R
    gathered = c_weak**2 * np.sum((w * (E5 - V_model) * Q5**2)[inside])
    coulomb = 2 * D_origin * Z**2 * bessel_integral(1, np.sqrt(8 * Z * R))
    screen_rows.append((R, gathered / coulomb))
full_ratio = (-c_weak**2 * slope_integral(E5, Q5, V_model)
              / (D_origin * Z**2 / 2))
assert abs(screen_rows[0][1] - 1) < 0.05
assert screen_rows[0][1] > screen_rows[1][1] > full_ratio

# Lines
lines = {}
for upper in ("5p1/2", "5p3/2"):
    lines[upper] = {key: results[upper][key] - results["5s1/2"][key]
                    for key in ("E", "fd", "fs", "fsg")}
    assert 0.5 < lines[upper]["fd"] / lines[upper]["fs"] < 1.5
interval = lines["5p3/2"]["E"] - lines["5p1/2"]["E"]
q_difference = lines["5p3/2"]["fd"] - lines["5p1/2"]["fd"]
assert abs(q_difference / interval - 1) < 0.10

print(f"Z = {Z}, d = {D_SCREEN} bohr, H = {H_SCREEN}")
print(f"c0 = {C0:.6f} a.u., Z*alpha = {za:.5f}")
print(f"step h in x = {h}; two-point formula uses 2h = {2*h}")
print(f"Coulomb check, worst relative error of E: {worst_E:.1e}")
print(f"Coulomb check, worst relative error of slope: {worst_slope:.1e}")
for name, d in results.items():
    print(f"{name}: E = {d['E']:.6f} hartree, nu = {d['nu']:.4f}")
    print(f"  slope, two-point:  {d['two']:.8f} hartree")
    print(f"  slope, four-point: {d['fd']:.8f} hartree")
    print(f"  slope, integral:   {d['integral']:.8f} hartree")
    print(f"  Fermi-Segre:       {d['fs']:.6f} hartree")
    print(f"  same with gamma:   {d['fsg']:.6f} hartree")
    print(f"  computed/Fermi-Segre = {d['fd']/d['fs']:.3f}")
print(f"4d3/2: E = {E_4d:.6f} hartree")
print("Weakly relativistic 5s, c = 10 c0:")
print(f"  nu = {nu5:.4f}, 1/nu^3 = {1/nu5**3:.5f} hartree")
print(f"  dE/dn from 5s and 6s = {dE_dn:.5f} hartree")
print(f"  P'(0)^2/(4Z) = {D_origin:.5f} hartree")
for R, ratio in screen_rows:
    print(f"  shift inside {R:.5f} bohr, model/Coulomb = {ratio:.3f}")
print(f"  whole shift, model/Coulomb = {full_ratio:.3f}")
for upper, d in lines.items():
    print(f"Line 5s-{upper}: omega = {d['E']:.6f} hartree")
    print(f"  q = {d['fd']:.6f} hartree = {d['fd']*HARTREE_CM:.1f} cm^-1")
    print(f"  q Fermi-Segre = {d['fs']:.6f} hartree"
          f" = {d['fs']*HARTREE_CM:.1f} cm^-1")
    print(f"  q with gamma = {d['fsg']:.6f} hartree")
    print(f"  computed/Fermi-Segre = {d['fd']/d['fs']:.3f}")
print(f"Fine-structure interval = {interval:.7f} hartree")
print(f"Difference of the two q = {q_difference:.7f} hartree")
print("OK")
```

Output:

```
Z = 37, d = 0.8 bohr, H = 3.5
c0 = 137.035999 a.u., Z*alpha = 0.27000
step h in x = 0.05; two-point formula uses 2h = 0.1
Coulomb check, worst relative error of E: 1.6e-10
Coulomb check, worst relative error of slope: 6.0e-10
5s1/2: E = -0.158568 hartree, nu = 1.7757
  slope, two-point:  -0.00530485 hartree
  slope, four-point: -0.00530463 hartree
  slope, integral:   -0.00530463 hartree
  Fermi-Segre:       -0.006510 hartree
  same with gamma:   -0.006761 hartree
  computed/Fermi-Segre = 0.815
5p1/2: E = -0.098407 hartree, nu = 2.2541
  slope, two-point:  -0.00210554 hartree
  slope, four-point: -0.00210548 hartree
  slope, integral:   -0.00210548 hartree
  Fermi-Segre:       -0.003183 hartree
  same with gamma:   -0.003305 hartree
  computed/Fermi-Segre = 0.662
5p3/2: E = -0.096998 hartree, nu = 2.2704
  slope, two-point:  -0.00061156 hartree
  slope, four-point: -0.00061155 hartree
  slope, integral:   -0.00061155 hartree
  Fermi-Segre:       -0.001557 hartree
  same with gamma:   -0.001572 hartree
  computed/Fermi-Segre = 0.393
4d3/2: E = -0.065178 hartree
Weakly relativistic 5s, c = 10 c0:
  nu = 1.8041, 1/nu^3 = 0.17029 hartree
  dE/dn from 5s and 6s = 0.18139 hartree
  P'(0)^2/(4Z) = 0.18817 hartree
  shift inside 0.00200 bohr, model/Coulomb = 0.981
  shift inside 0.01893 bohr, model/Coulomb = 0.898
  shift inside 0.21045 bohr, model/Coulomb = 0.793
  whole shift, model/Coulomb = 0.689
Line 5s-5p1/2: omega = 0.060160 hartree
  q = 0.003199 hartree = 702.1 cm^-1
  q Fermi-Segre = 0.003327 hartree = 730.2 cm^-1
  q with gamma = 0.003456 hartree
  computed/Fermi-Segre = 0.962
Line 5s-5p3/2: omega = 0.061570 hartree
  q = 0.004693 hartree = 1030.0 cm^-1
  q Fermi-Segre = 0.004953 hartree = 1087.0 cm^-1
  q with gamma = 0.005189 hartree
  computed/Fermi-Segre = 0.948
Fine-structure interval = 0.0014098 hartree
Difference of the two q = 0.0014939 hartree
OK
```
